# Why a static Bethe–Salpeter kernel misses double excitations

**Q.** The Bethe–Salpeter equation (BSE) sums the electron–hole interaction to infinite order, and its coupling block contains the matrix element between the reference and a doubly excited determinant. I therefore expect a good static kernel to return double excitations along with the singles. Where does that fail?

**A.** It fails at the counting of roots. Take a finite basis of real orbitals, a closed-shell reference determinant, $\hbar=1$, and a one-particle $G$ with one unit-weight pole per orbital (Hartree–Fock or quasiparticle energies). A static kernel $\Xi$ passes through the internal frequency integrals, which then act on $GG$ alone, so the BSE closes on one frequency: $L=L_0+L_0\Xi L$.

Start with one occupied orbital $i$ and one virtual orbital $a$. With $E_{pq}=\sum_\sigma c^\dagger_{p\sigma}c_{q\sigma}$, define the singlet operators $O_1=E_{ai}/\sqrt2$ and $O_2=O_1^\dagger$, and
$$L_{\alpha\beta}(\omega)=\sum_n\left[\frac{\langle0|O_\alpha^\dagger|n\rangle\langle n|O_\beta|0\rangle}{\omega-\Omega_n}-\frac{\langle0|O_\beta|n\rangle\langle n|O_\alpha^\dagger|0\rangle}{\omega+\Omega_n}\right].$$
The term $n=0$ cancels between the two parts. For independent particles $O_1$ creates one normalized state at $\Delta\varepsilon=\varepsilon_a-\varepsilon_i$ and $O_2$ annihilates the reference, so $L_0=\mathrm{diag}\big(1/(\omega-\Delta\varepsilon),\,-1/(\omega+\Delta\varepsilon)\big)$ and $L_0^{-1}=\omega\sigma_z-\Delta\varepsilon$. The operators $E_{ii}$ and $E_{aa}$ do not excite a determinant, so $L_0$ vanishes in those rows, and by $L=L_0(1+\Xi L)$ so does $L$ for finite $\Xi$. The problem lives in the particle–hole (ph) block.

For $N$ ph pairs in a spin channel the same holds blockwise:
$$L^{-1}=L_0^{-1}-\Xi=\omega\sigma_z-\begin{pmatrix}A&B\\B&A\end{pmatrix}.$$
Poles of $L$ are zeros of $\det L^{-1}$. With $A,B$ constant, $\omega$ appears once in each of the $2N$ diagonal elements and nowhere else, so the determinant is a polynomial with leading term $(-1)^N\omega^{2N}$ and has $2N$ roots in the complex plane, counted with multiplicity. Conjugating with $\sigma_x$, which swaps the two blocks, leaves the $A,B$ matrix unchanged and sends $\sigma_z\to-\sigma_z$, so the polynomial is even and the roots come in $\pm$ pairs. There are at most $N$ positive roots, and fewer if an unstable reference drives a pair off the real axis. The values of $A$ and $B$ never entered, so bare, statically screened and fitted kernels all obey the same count.

**Q.** I would like to see that against a model that can be diagonalized.

**A.** Take two electrons on an asymmetric Hubbard dimer,
$$H=-t\sum_\sigma(c^\dagger_{1\sigma}c_{2\sigma}+\text{h.c.})+U\sum_r n_{r\uparrow}n_{r\downarrow}+\tfrac\Delta2(n_2-n_1),$$
with round parameters $t=1$, $U=2$, $\Delta=2$ eV. "Exact" below means diagonalization of this model and nothing more. The singlets are both electrons on site 1 (energy $U-\Delta=0$), the covalent singlet (energy 0) and both on site 2 ($U+\Delta=4$ eV), with each ionic state coupled to the covalent one by $-\sqrt2t$. The energies are $-1.6039$, $1.1099$ and $4.4940$ eV, whose sum is the trace, 4 eV. There are two singlet excitations, $\Omega_1=2.7138$ eV (0.0997 hartree) and $\Omega_2=6.0978$ eV (0.2241 hartree).

Write the restricted HF orbitals as $i=(\cos\theta,\sin\theta)$, $a=(-\sin\theta,\cos\theta)$. The Fock diagonal is $-\Delta/2+U\cos^2\theta$ and $\Delta/2+U\sin^2\theta$, with difference $\delta=\Delta-U\cos2\theta$. The traceless part of the Fock matrix has $i$ as its lower eigenvector if $\delta=\Delta\varepsilon\cos2\theta$ and $2t=\Delta\varepsilon\sin2\theta$. The self-consistent solution is $\cos2\theta=0.4690$, $\sin2\theta=0.8832$, so $\Delta\varepsilon=2/0.8832=2.2645$ eV. With $(pq|rs)=U\sum_r p_rq_rr_rs_r$ summed over sites,
$$J=(ii|aa)=K=(ia|ia)=2U\cos^2\theta\sin^2\theta=\tfrac U2\sin^22\theta=0.7800\text{ eV},$$
and $J_{ii}=J_{aa}=U(\cos^4\theta+\sin^4\theta)=U-K=1.2200$ eV.

The HF self-energy responds as $\delta v_\sigma(r)=U\,\delta n_{-\sigma}(r)$, because same-spin Hartree and exchange cancel on a site. Both $O_1$ and $O_2$ carry the transition density $i_ra_r$, so every kernel element between opposite spins is $U\sum_r i_r^2a_r^2=K$. The spin matrix $K\sigma_x$ has eigenvalue $+K$ for the singlet and $-K$ for the triplet. For the singlet $A=\Delta\varepsilon+K=3.0445$ eV and $B=K$, and
$$\det L^{-1}=(\omega-A)(-\omega-A)-B^2=-(\omega^2-A^2+B^2).$$
The one positive root is $\sqrt{(A-B)(A+B)}=\sqrt{2.2645\times3.8245}=2.9429$ eV (0.1081 hartree), which lies 0.2291 eV above $\Omega_1$. The triplet, $\sqrt{1.4844^2-0.7800^2}=1.2630$ eV against the exact 1.6039 eV, is real, and $A\pm B>0$ in both spin channels, so the reference is stable. The $B$ you appealed to does equal $\langle D|H|\mathrm{HF}\rangle$, as shown below, and its effect is to move the root from 3.0445 to 2.9429 eV.

The count was tested without these matrices. After a weak dipole kick, the linear response of real-time TDHF has Hankel rank 2, meaning one frequency, found at 2.9429 eV. The exact propagation has rank 4, with frequencies 2.7138 and 6.0978 eV. The numerical output below lists these and all other values used here.

**Q.** Then HF is a poor kernel. I can pick $A$ and $B$ so that the root falls at 6.0978 eV.

**A.** You can, and then nothing falls at 2.7138 eV, since the determinant stays quadratic. A second root needs a kernel that depends on frequency, and eliminating the double produces one, with a pole. Use $|\mathrm{HF}\rangle=|ii\rangle$, $|S\rangle=(|ai\rangle+|ia\rangle)/\sqrt2$, $|D\rangle=|aa\rangle$, listing the up and then the down orbital. With $E_{HF}=2h_{ii}+J_{ii}$, $\varepsilon_i=h_{ii}+J_{ii}$ and $\varepsilon_a=h_{aa}+2J-K$, one has $h_{aa}-h_{ii}=\Delta\varepsilon-2J+K+J_{ii}$. Measured from $E_{HF}$,
$$\langle S|H|S\rangle=h_{aa}-h_{ii}+J+K-J_{ii}=\Delta\varepsilon+2K-J=A,$$
$$\langle D|H|D\rangle=2(h_{aa}-h_{ii})+J_{aa}-J_{ii}=2\Delta\varepsilon+J_{ii}+J_{aa}-4J+2K\equiv D,$$
which gives $D=5.4088$ eV. Off the diagonal, $\langle D|H|\mathrm{HF}\rangle=(ai|ai)=K$, and $\langle S|H|\mathrm{HF}\rangle=\sqrt2\,[h_{ia}+(ia|ii)]=0$ because the bracket is the Fock element $F_{ia}$. Using that zero to remove $h_{ia}$,
$$V=\langle D|H|S\rangle=\sqrt2\,[h_{ia}+(ia|aa)]=\sqrt2\,[(ia|aa)-(ia|ii)].$$
The site sums give $(ia|aa)=-(ia|ii)=U\cos\theta\sin\theta(\cos^2\theta-\sin^2\theta)=\tfrac U2\sin2\theta\cos2\theta$, so $|V|=\sqrt2\,U\sin2\theta\cos2\theta=\sqrt2\times2\times0.8832\times0.4690=1.1716$ eV.

Now keep $S$ and $D$ and drop the coupling to $|\mathrm{HF}\rangle$, the Tamm–Dancoff form. The equations are $Ax+Vy=\omega x$ and $Vx+Dy=\omega y$. The second gives $y=Vx/(\omega-D)$, and the first becomes
$$\omega=A+\frac{V^2}{\omega-D}.$$
This is still a $1\times1$ problem, with a frequency-dependent kernel. Multiplying by $\omega-D$ gives a quadratic with
$$\omega_\pm=\frac{A+D}2\pm\sqrt{\frac{(D-A)^2}4+V^2}=4.2267\pm\sqrt{1.3975+1.3726}=4.2267\pm1.6644,$$
so $\omega_-=2.5623$ and $\omega_+=5.8910$ eV. The single-excitation weight is $Z=x^2/(x^2+y^2)=[1+V^2/(\omega-D)^2]^{-1}$. For the lower root this is $1/(1+1.3726/2.8465^2)=0.8551$, and for the upper it is 0.1449, close to the exact weights of $S$ in states 1 and 2, 0.8613 and 0.1355. For $|V|\ll D-A$ the upper root tends to $D$ with $Z\approx V^2/(D-A)^2$, so it exists for any nonzero $V$ but fades from the ph response.

Both roots fall below the exact ones, by 0.1515 and 0.2069 eV, and the sign is forced. Let $\mu_\pm=E_{HF}+\omega_\pm$ be the eigenvalues of $H$ in the plane spanned by $S,D$. The largest Rayleigh quotient in a subspace cannot exceed $E_2$, so $\mu_+\le E_2$. That plane meets the plane of the two lowest eigenstates in a line, because the space has dimension three, and on that line the quotient is at most $E_1$, so $\mu_-\le E_1$. With $E_{HF}\ge E_0$ this gives $\omega_\pm\le\Omega_{1,2}$. The neglected ground-state correlation, $E_{HF}-E_0=0.1194$ eV, is the larger part of each shortfall.

**Q.** What is the count for many singles and doubles?

**A.** Let $A$ be $N\times N$, $D$ diagonal of size $M$, and $V$ be $N\times M$. Block elimination (the Schur complement) gives
$$\det\big[\omega-A-V(\omega-D)^{-1}V^T\big]=\frac{\det(\omega-H_{\rm up})}{\det(\omega-D)},\qquad H_{\rm up}=\begin{pmatrix}A&V\\V^T&D\end{pmatrix}.$$
The numerator has $N+M$ real roots. At a pole $d$ of multiplicity $m$, the residue $V_dV_d^T$ has some rank $r\le m$. A rotation among the degenerate doubles makes $m-r$ columns of $V$ vanish, and each such double contributes a factor $\omega-d$ to numerator and denominator, which cancels. Barring an accidental coincidence of a root with a pole, the count is $N$ plus the summed ranks of the residues. The weights $Z=[1+|(\omega-D)^{-1}V^Tx|^2]^{-1}$, with $|x|=1$, are expectation values of the projector on the singles in the eigenvectors of $H_{\rm up}$, so they add up to its trace $N$. A sign-change search on the left-hand determinant, with 3 singles and 4 doubles, found 7 roots, and 6 when one double was uncoupled, with $\sum Z=3$ in both cases.

**Q.** That kernel was an approximation. The exact kernel might still happen to be static.

**A.** In the dimer it can be written down. Define $\Xi(\omega)=L_0^{-1}-L^{-1}$ with the exact $L$ on the ph block and the HF $L_0$. This object absorbs self-energy corrections beyond HF and is not the multi-frequency vertex $\delta\Sigma/\delta G$. With $v_n=(X_n,Y_n)^T$, $X_n=\langle n|O_1|0\rangle$, $Y_n=\langle n|O_2|0\rangle$, and $\langle0|O_\beta|n\rangle=(\sigma_xv_n)_\beta$ for real states,
$$L=\sum_{n=1,2}\left[\frac{v_nv_n^T}{\omega-\Omega_n}-\frac{\sigma_xv_nv_n^T\sigma_x}{\omega+\Omega_n}\right],\qquad L(-\omega)=\sigma_xL(\omega)\sigma_x.$$
For $L=\sum_jr_ju_ju_j^T$ in two dimensions, Cauchy–Binet gives $\det L=\sum_{j<k}r_jr_k(u_j\wedge u_k)^2$. The six wedge products are $v_n\wedge\sigma_xv_n=X_n^2-Y_n^2\equiv s_n$, then $v_1\wedge\sigma_xv_2=v_2\wedge\sigma_xv_1=X_1X_2-Y_1Y_2\equiv p$, and $v_1\wedge v_2=-\sigma_xv_1\wedge\sigma_xv_2=X_1Y_2-Y_1X_2\equiv q$. Multiply by $\Pi=(\omega^2-\Omega_1^2)(\omega^2-\Omega_2^2)$. The $s_n$ terms give $-s_1^2(\omega^2-\Omega_2^2)-s_2^2(\omega^2-\Omega_1^2)$. The $p$ terms give $-p^2[(\omega+\Omega_1)(\omega-\Omega_2)+(\omega-\Omega_1)(\omega+\Omega_2)]=-2p^2(\omega^2-\Omega_1\Omega_2)$. The $q$ terms give $q^2[(\omega+\Omega_1)(\omega+\Omega_2)+(\omega-\Omega_1)(\omega-\Omega_2)]=2q^2(\omega^2+\Omega_1\Omega_2)$. Expanding the squares shows $p^2-q^2=s_1s_2$, since the cross terms $-2X_1X_2Y_1Y_2$ cancel. The coefficient of $\omega^2$ is then $-(s_1+s_2)^2\equiv-s^2$, and
$$\det L=-\frac{s^2(\omega^2-\omega_p^2)}{\Pi},\qquad \omega_p^2=\frac{s_1^2\Omega_2^2+s_2^2\Omega_1^2+2(p^2+q^2)\Omega_1\Omega_2}{s^2}.$$
Every term is non-negative, so $\omega_p$ is real. By closure $s=\langle[O_1^\dagger,O_1]\rangle=\tfrac12\langle E_{ii}-E_{aa}\rangle=(1.9512-0.0488)/2=0.9512$. With $s_1=0.7814$, $s_2=0.1698$, $p^2+q^2=0.133238$, the numerator is $22.70+0.21+4.41=27.33$ eV² (summed before rounding), and $\omega_p=5.227/0.9512\approx5.50$ eV. The full-precision value is 5.4957 eV (0.2020 hartree), and it matches the zero of $\det L$ located numerically from the resolvent.

Next, $L^{-1}=\mathrm{adj}L/\det L=-\Pi\,\mathrm{adj}L/[s^2(\omega^2-\omega_p^2)]$. Here $\Pi\,\mathrm{adj}L$ is a cubic polynomial, so $L^{-1}$ is a linear polynomial plus simple poles at $\pm\omega_p$. The residue of $\Xi=L_0^{-1}-L^{-1}$ at $+\omega_p$ is
$$R=\frac{\Pi(\omega_p)\,\mathrm{adj}L(\omega_p)}{2s^2\omega_p},$$
using $\omega^2-\omega_p^2\approx2\omega_p(\omega-\omega_p)$. For a $2\times2$ matrix $\det\mathrm{adj}L=\det L$, which is zero there, so a nonzero $R$ has rank one. The symmetry $\Xi(-\omega)=\sigma_x\Xi(\omega)\sigma_x$ fixes the other pole. The linear part follows from large $\omega$: with $\pm1/(\omega\mp\Omega)=\pm1/\omega+\Omega/\omega^2+\dots$ and $vv^T-\sigma_xvv^T\sigma_x=(X^2-Y^2)\sigma_z$,
$$L=\frac{s\sigma_z}{\omega}\Big[1+\frac{\sigma_z\mathcal M}{s\omega}+\dots\Big],\qquad L^{-1}=\frac{\omega\sigma_z}{s}-\frac{\sigma_z\mathcal M\sigma_z}{s^2}+O(1/\omega).$$
Here $\mathcal M=\sum_n\Omega_n(v_nv_n^T+\sigma_xv_nv_n^T\sigma_x)$, which equals $\langle0|[O_\alpha^\dagger,[H,O_\beta]]|0\rangle$ by closure. Collecting terms,
$$\Xi(\omega)=\Xi_\infty+\Big(1-\frac1s\Big)\omega\sigma_z+\frac{R}{\omega-\omega_p}-\frac{\sigma_xR\sigma_x}{\omega+\omega_p},\qquad\Xi_\infty=\frac{\sigma_z\mathcal M\sigma_z}{s^2}-\Delta\varepsilon.$$
This form was tested against direct inversion of the resolvent at four real frequencies and one complex one. The values are $1-1/s=-0.0513$; $R_{11},R_{12},R_{22}=1.7462,\,0.0691,\,0.0027$ eV²; and $\Xi_{\infty,11},\Xi_{\infty,12}=1.3841,\,1.0596$ eV, against 0.7800 eV for both HF elements. The pole sits near $D=5.4088$ eV and acts almost wholly on the excitation component, as in the Tamm–Dancoff kernel, where $V^2=1.3726$ eV². The linear term rescales $\omega\sigma_z$ to $\omega\sigma_z/s$ and leaves the degree unchanged. The four roots $\pm\Omega_1,\pm\Omega_2$ are two from the dimension and two from the rank-one poles.

**Q.** Freezing this exact kernel at $\omega=0$ should at least give the single accurately.

**A.** It does not here. $\Xi(0)$ has elements 1.0659 and 1.0345 eV, so the one positive root is $\sqrt{(2.2645+1.0659)^2-1.0345^2}\approx3.166$ eV. That is 0.45 eV above $\Omega_1$, about twice the error of the HF kernel. By its definition $\Xi(0)$ reproduces the static response $L(0)$, and that condition does not fix a pole.

**Q.** Does a frequency-dependent ph kernel then find every double?

**A.** It misses a double that has no ph amplitude. At $\Delta=0$, $i$ is even and $a$ odd under exchange of the sites, so $O_{1,2}$ and $S$ are odd while $|\mathrm{HF}\rangle$ and $|D\rangle$ are even. Then $V=0$ and $X_2=Y_2=0$, hence $s_2=p=q=0$. The formula gives $\omega_p=\Omega_2$, where $\Pi$ vanishes while $L$ stays finite, so $R=0$ and $L^{-1}$ is linear in $\omega$, as vanishing second differences confirmed numerically. The double still exists. With $\sin2\theta=1$, $K=J=J_{ii}=U/2=1$ eV and $D=4t=4$ eV, the even block gives $\Omega_2=\sqrt{D^2+4K^2}=4.4721$ eV. If $\varphi$ is its mixing angle, $|\langle2|E_{aa}|0\rangle|=2\sin\varphi\cos\varphi=2K/\Omega_2=0.4472$, because $E_{aa}$ counts 2 on $|D\rangle$ and 0 on $|\mathrm{HF}\rangle$. The pole appears in the $aa$ and $ii$ blocks of $L$, where $L_0=0$, so no finite kernel in the one-frequency equation $L=L_0+L_0\Xi L$ can produce it. The multi-frequency vertex $\delta\Sigma/\delta G$ is not bound by this, because it sits inside the internal frequency integrals. At second order in $U$ its opposite-spin $aa$ element is proportional to $K^2/(\omega+\omega'+\omega''-2\varepsilon_i)$, and integrating it between HF $G_aG_a$ factors gives poles at $\pm2\Delta\varepsilon$, the zeroth-order energy of the double.

**Q.** Is there any setting in which my belief holds?

**A.** The count refers to a reference and a $G$, and changing either can change it.

Take the reference $|1\!\uparrow2\!\uparrow\rangle$, with energy $E_T=h_{11}+h_{22}$, and flip a spin, removing an up electron at $r$ and adding a down electron at $r'$. There are four such pairs, and no de-excitation block because the reference has no down electron. The static HF kernel gives $A_{rr',ss'}=\delta_{rs}F^\downarrow_{r's'}-\delta_{r's'}F^\uparrow_{rs}-U\delta_{rr'ss'}$, with $F^\uparrow=h$, $F^\downarrow=h+U$, and the last delta nonzero when all four sites agree. The diagonal $h_{r'r'}-h_{rr}+U(1-\delta_{rr'})$ is the determinant energy minus $E_T$, since $r'\ne r$ puts both electrons on one site. The off-diagonal elements are the hoppings, up to a sign removed by rephasing the states with the hole on site 2. So $A=H-E_T$ on the whole $S_z=0$ space, and the roots lie 1.6039, 2.7138 and 6.0978 eV above the lowest. The double is reached because it is a single spin flip from this reference. Four pairs give four roots, and the exactness relies on those four determinants spanning the space, as they do for two electrons in two orbitals.

Alternatively keep the singlet channel and build $L_0$ from the exact $G$ at $\Delta=2$ eV. Removal leaves one electron with energy $\pm\sqrt{t^2+\Delta^2/4}=\pm\sqrt2$ eV, and addition gives $U\pm\sqrt2$ eV. The poles of $L_0$ are $g=U-2E_0\pm\sqrt2\pm\sqrt2$, namely 2.3793, 5.2078 (twice) and 8.0362 eV. Let $W$ be the $4\times2$ matrix of products of removal and addition amplitudes on each site. The per-spin density response is $\chi_0=W^T\Gamma W$ with $\Gamma=\mathrm{diag}[2g/(\omega^2-g^2)]$, and with the static kernel $U$ the poles solve $\det(1-U\chi_0)=0$. The identity $\det(1-PQ)=\det(1-QP)$ turns this into $\det(1-U\Gamma WW^T)$, and clearing the denominators and symmetrizing gives $\det(\omega^2-g^2-2Ug^{1/2}WW^Tg^{1/2})=0$, a $4\times4$ problem in $\omega^2$. The roots are 3.0546, 5.2351, 5.2530 and 8.0364 eV. The model has two singlet excitations, so at least two of these are spurious. The upper three lie within 0.05 eV of poles of $L_0$, and the nearest to $\Omega_2$ is 0.84 eV below it. The extra roots come from the additional poles that the exact $G$ gives $L_0$, and in this example none of them lies at the energy of the double.

## Table of computed values

```
inputs t, U, Delta (eV): 1.0000 2.0000 2.0000
RHF cos2theta, sin2theta: 0.4690 0.8832
RHF eps_i, eps_a, gap (eV): -0.1322 2.1322 2.2645
J, K, Jii, Jaa (eV): 0.7800 0.7800 1.2200 1.2200
E_HF, E0, E0-E_HF (eV): -1.4844 -1.6039 -0.1194
exact singlet energies (eV): -1.6039 1.1099 4.4940
exact singlet excitations Om1, Om2 (eV): 2.7138 6.0978
exact triplet excitation (eV): 1.6039
weights HF, S, D in state 0: 0.9740 0.0031 0.0228
weights HF, S, D in state 1: 0.0115 0.8613 0.1272
weights HF, S, D in state 2: 0.0145 0.1355 0.8500
static singlet A, B, root (eV): 3.0445 0.7800 2.9429
static triplet A, B, root (eV): 1.4844 -0.7800 1.2630
kick strength 1e-04, time step 0.2 hbar/eV, samples 120
real-time TDHF: Hankel rank 2, frequency (eV) 2.9429
real-time exact: Hankel rank 4, frequencies (eV) 2.7138 6.0978
3 singles + 4 doubles: roots 7, sum Z 3.0000
same, one uncoupled: roots 6, sum Z 3.0000
|V|, D (eV): 1.1716 5.4088; V^2 (eV^2): 1.3726
TDA dynamic roots (eV): 2.5623 5.8910; Z: 0.8551 0.1449
Om minus TDA dynamic roots (eV): 0.1515 0.2069
|X1|, |Y1|, |X2|, |Y2|: 0.8960 0.1462 0.4149 0.0489
s1, s2, s: 0.7814 0.1698 0.9512; n_i, n_a: 1.9512 0.0488
p^2, q^2: 0.132954 0.000284; slope 1-1/s: -0.0513
exact kernel pole wp (eV): 5.4957
R11, R12, R22 (eV^2): 1.7462 0.0691 0.0027
Xi_inf 11, 12 (eV): 1.3841 1.0596; HF kernel 11, 12 (eV): 0.7800 0.7800
roots with exact Xi(w) (eV): 2.7138 6.0978
Xi(0) 11, 12 (eV): 1.0659 1.0345; only root (eV): 3.1656
Delta=0: Om1, Om2 (eV): 3.2361 4.4721; |V| (eV): 0.0000
Delta=0: max(|X2|,|Y2|): 0.0000; |<2|E_aa|0>|: 0.4472
spin-flip static, above lowest root (eV): 1.6039 2.7138 6.0978
exact-G L0 poles (eV): 2.3793 5.2078 5.2078 8.0362
exact-G L0 + static U roots (eV): 3.0546 5.2351 5.2530 8.0364
hartree: static 0.1081; Om1, Om2 0.0997 0.2241; wp 0.2020
```
